\section*{Retarded dispersion forces between hydrogen atoms and near a conducting wall}

\section{What the instantaneous law gets wrong}

The simplest law for the dispersion energy of two distant hydrogen atoms is $-C_6/R^6$. This law assumes that the fluctuating dipole of one atom acts on the other without delay. At $R=1000$ bohr it gives an attraction 1.8 times too strong, and at $10\,000$ bohr one 13 times too strong. Next to a perfectly conducting plane the corresponding law $-C_3/z^3$ is too strong by a factor of 34 at $10\,000$ bohr. The field needs a time $R/c$ to cross the gap, and once this is comparable with the period of the atomic fluctuation, the answering dipole is out of step. The result needed is one formula for the dipole--dipole part of the energy at all separations beyond charge overlap. It is derived here twice.

Atomic units are used ($\hbar=e=m_e=4\pi\epsilon_0=1$), so $c=137.036$. The nuclei are fixed, the atoms are nonrelativistic and in their ground states, the temperature is zero, and only electric dipoles are kept. The symbol $\alpha$ denotes the polarizability, not the fine-structure constant. The result, to leading order in $\alpha$, is
\begin{equation}
V(R)=-\frac{1}{\pi R^6}\int_0^\infty \alpha(i\xi)^2\,G\!\left(\frac{\xi R}{c}\right)d\xi,\qquad
G(x)=e^{-2x}(x^4+2x^3+5x^2+6x+3).
\label{main}
\end{equation}

\section{The coupling and the field}

Let $\mathbf P$ be the polarization of the atoms. Written with the displacement field $\mathbf D=\mathbf E_\perp+4\pi\mathbf P_\perp$, the transverse electric energy is
\begin{equation}
\frac1{8\pi}\int \mathbf E_\perp^2=\frac1{8\pi}\int\mathbf D^2-\int\mathbf P\cdot\mathbf D+2\pi\int\mathbf P_\perp^2 .
\end{equation}
The Coulomb energy is $2\pi\int\mathbf P_\parallel^2$. The terms joining atoms $A$ and $B$ add up to $4\pi\int(\mathbf P_{A\perp}\cdot\mathbf P_{B\perp}+\mathbf P_{A\parallel}\cdot\mathbf P_{B\parallel})=4\pi\int\mathbf P_A\cdot\mathbf P_B=0$, because the atoms do not overlap. No instantaneous interaction is left, and the coupling is $-\mathbf d_A\cdot\mathbf D(\mathbf r_A)-\mathbf d_B\cdot\mathbf D(\mathbf r_B)$. The remaining one-atom terms $2\pi\int\mathbf P_\perp^2$ do not depend on $R$ and affect $V$ only beyond order $\alpha^2$.

Expand the field in real transverse modes $\mathbf e_\lambda$ with $\int\mathbf e_\lambda^2=1$, and give each mode the Hamiltonian $\frac12(P_\lambda^2+\omega_\lambda^2Q_\lambda^2)$. Equating $\frac1{8\pi}\int\mathbf D^2$ with $\frac12\sum\omega_\lambda^2Q_\lambda^2$ gives $\mathbf D=\sum_\lambda\sqrt{4\pi}\,\omega_\lambda Q_\lambda\mathbf e_\lambda$. In imaginary time $\langle Q_\lambda(\tau)Q_\lambda(0)\rangle=e^{-\omega_\lambda|\tau|}/2\omega_\lambda$, whose Fourier transform is $1/(\omega_\lambda^2+\xi^2)$. The field correlation is therefore
\begin{equation}
\mathcal D_{ij}(\mathbf r,\mathbf r';\xi)=4\pi\sum_\lambda\frac{\omega_\lambda^2\,e_{\lambda i}(\mathbf r)e_{\lambda j}(\mathbf r')}{\omega_\lambda^2+\xi^2}.
\label{corr}
\end{equation}
In free space $\omega=ck$. With $\kappa=\xi/c$ and $\mathbf R=\mathbf r-\mathbf r'$,
\begin{equation}
\mathcal D_{ij}=4\pi\!\int\!\frac{d^3k}{(2\pi)^3}\frac{k^2\delta_{ij}-k_ik_j}{k^2+\kappa^2}e^{i\mathbf k\cdot\mathbf R}
=(\partial_i\partial_j-\delta_{ij}\nabla^2)g,\qquad g=\frac{e^{-\kappa R}}R .
\end{equation}
For $R>0$, $\nabla^2g=\kappa^2g$. Put $x=\kappa R$. The second derivative of $g$ across $\mathbf R$ is $g'/R=-(1+x)e^{-x}/R^3$, and along $\mathbf R$ it is $g''=(2+2x+x^2)e^{-x}/R^3$. Subtracting $\kappa^2g=x^2e^{-x}/R^3$ gives the eigenvalues
\begin{equation}
-\frac{e^{-x}}{R^3}(1+x+x^2)\ \text{(twice)},\qquad \frac{e^{-x}}{R^3}(2+2x).
\label{eig}
\end{equation}
Hence
\begin{align}
\mathrm{Tr}\,\mathcal D^2&=\frac{e^{-2x}}{R^6}\left[2(1+x+x^2)^2+4(1+x)^2\right]\nonumber\\
&=\frac{e^{-2x}}{R^6}\left[6+12x+10x^2+4x^3+2x^4\right]=\frac{2G(x)}{R^6}.
\label{trace}
\end{align}

\section{First derivation: perturbation theory for real atoms}

Let $|0\rangle$ be the uncoupled ground state. Over a long imaginary time $\mathcal T$, $\langle0|e^{-\mathcal TH}|0\rangle$ decays as $e^{-\mathcal TE}$, so the energy shift is
\begin{equation}
\Delta E=-\lim_{\mathcal T\to\infty}\frac1{\mathcal T}\ln\Big\langle \mathrm T\exp\int_0^{\mathcal T}\!d\tau\,[\mathbf d_A\cdot\mathbf D(\mathbf r_A)+\mathbf d_B\cdot\mathbf D(\mathbf r_B)]\Big\rangle ,
\end{equation}
where $\mathrm T$ orders the times. By parity each atom must supply an even number of dipoles. The lowest $R$-dependent term has two from each. The fourth-order term of the exponential carries $1/4!$, and there are $\binom42=6$ ways to choose which two of its four factors belong to $A$, so the prefactor is $6/24=1/4$.

The average of the four field factors is a sum over the ways of pairing them, each pair giving one field correlation. Pairing $A$ with $A$ and $B$ with $B$ gives a product of one-atom terms, which the logarithm removes. Pairing each $A$ with a $B$ can be done in two equal ways. With $K(\tau)$ the dipole correlation of one atom, isotropic because the ground state is an $s$ state, the logarithm contains
\begin{equation}
\frac12\int d\tau_1\cdots d\tau_4\,K(\tau_1-\tau_2)K(\tau_3-\tau_4)\,\mathcal D_{ik}(\tau_1-\tau_3)\mathcal D_{ik}(\tau_2-\tau_4).
\end{equation}
One time integral gives $\mathcal T$; the other three turn the product into a single frequency integral. Let $\omega_n$ be the excitation energies and $z_n$ the matrix elements of $z$ from the ground state. Then $K(\tau)=\sum_n|z_n|^2e^{-\omega_n|\tau|}$, with transform
\begin{equation}
\alpha(i\xi)=\sum_n\frac{2\omega_n|z_n|^2}{\omega_n^2+\xi^2}=\sum_n\frac{f_n}{\omega_n^2+\xi^2},\qquad f_n=2\omega_n|z_n|^2 .
\label{alpha}
\end{equation}
This is the dipole polarizability at imaginary frequency. At $\xi=0$ it reproduces the static energy $-\frac12\alpha F^2=-\sum|z_n|^2F^2/\omega_n$ in a field $F$. Thus
\begin{equation}
V=-\frac12\int_{-\infty}^{\infty}\frac{d\xi}{2\pi}\,\alpha^2\,\mathrm{Tr}\,\mathcal D^2
=-\frac1{2\pi}\int_0^\infty d\xi\,\alpha^2\,\mathrm{Tr}\,\mathcal D^2 ,
\label{V}
\end{equation}
and (\ref{trace}) turns this into (\ref{main}).

\section{Second derivation: zero-point energy of coupled oscillators}

Now replace each atom by oscillators of unit mass and frequency $\omega_n$, one for each transition $n$ and direction $i$, with dipole $d_i=\sum_n\sqrt{f_n}\,x_{ni}$. Their polarizability is (\ref{alpha}). Atoms and field together have the potential energy $\frac12q^{\mathsf T}\mathsf Kq$, and the ground-state energy is half the sum of the normal frequencies. Since
\begin{equation}
\int_0^\infty\ln\frac{a^2+\xi^2}{b^2+\xi^2}\,d\xi=\pi(a-b),
\end{equation}
as follows by differentiating with respect to $a$, the shift caused by the coupling is
\begin{equation}
\Delta E=\frac1{2\pi}\int_0^\infty d\xi\,\ln\frac{\det(\mathsf K+\xi^2)}{\det(\mathsf K_0+\xi^2)} .
\end{equation}
The coupling joins $x_{ani}$, where $a$ labels the atom, to $Q_\lambda$ with strength $-\sqrt{4\pi f_n}\,\omega_\lambda e_{\lambda i}(\mathbf r_a)$. Eliminating the field coordinates from the determinant subtracts from the atomic block the matrix $\sqrt{f_nf_m}\,\mathcal D_{ij}(\mathbf r_a,\mathbf r_b)$, by (\ref{corr}). The logarithm becomes $\ln\det(1-X)$ with
\begin{equation}
X_{ani,bmj}=\frac{\sqrt{f_nf_m}}{\omega_n^2+\xi^2}\,\mathcal D_{ij}(\mathbf r_a,\mathbf r_b),\qquad
\ln\det(1-X)=-\mathrm{Tr}X-\tfrac12\mathrm{Tr}X^2-\cdots
\label{lndet}
\end{equation}
In free space $\mathrm{Tr}X$ contains no $R$. In $\mathrm{Tr}X^2$ the paths $A\to B\to A$ and $B\to A\to B$ contribute equally, and each sum over transitions gives one factor $\alpha$. The $R$-dependent part is $-\frac12\cdot2\alpha^2\,\mathrm{Tr}\,\mathcal D^2$. Multiplying by $1/2\pi$ and integrating gives (\ref{V}) again.

\section{What each derivation assumes}

Both use the dipole coupling, the same field correlation and leading order in $\alpha$. They differ in what they take an atom to be. The first allows any level structure with an isotropic ground state without a permanent dipole, and shows that at this order the atom enters through its two-time dipole correlation alone. The second assumes linear oscillators, which hydrogen is not. It is justified for hydrogen because the oscillators were built to have the same two-time correlation.

The claim about level structure was tested on a system far from an oscillator: two two-level atoms coupled to two quantized modes. Exact diagonalization gives a joint fourth-order coefficient of $-1.398904$; the response formula gives $-1.398905$, in the units of the model.

In return, the second derivation organizes the higher terms through the series (\ref{lndet}), although from third order on they involve the divergent self-field $\mathcal D(\mathbf r_a,\mathbf r_a)$ and the one-atom terms $2\pi\int\mathbf P_\perp^2$ dropped above, which must then be restored. Those terms belong to the oscillator model. In a real atom, four dipoles on one atom also have a correlation that is not a product of pairs, so the full logarithm should not be used for hydrogen. The second view also makes the energy a shift of normal frequencies, while the first makes it an exchange of two photons.

\section{The polarizability of hydrogen}

With $\phi_0=e^{-r}/\sqrt\pi$ and $\nabla\phi_0=-\hat{\mathbf r}\phi_0$, a trial function $zF(r)\phi_0$ obeys
\begin{equation}
(H-E_0)zF\phi_0=\cos\theta\left[-\tfrac12(rF''+4F')+F+rF'\right]\phi_0 .
\end{equation}
For $F_1=1+r/2$ the bracket is $-1+1+r/2+r/2=r$, so $\psi_1=zF_1\phi_0$ solves $(H-E_0)\psi_1=z\phi_0$. Using $\langle r^p\rangle=(p+2)!/2^{p+1}$,
\begin{equation}
\alpha(0)=2\langle z^2F_1\rangle=\tfrac23\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right)=\tfrac23\left(3+\tfrac{15}4\right)=\tfrac92 .
\end{equation}
For small $\xi$, $\alpha(i\xi)=\alpha(0)-S_4\xi^2+\cdots$ with $S_4=\sum f_n/\omega_n^4=2\sum|z_n|^2/\omega_n^3$. This needs $\psi_2$ with $(H-E_0)\psi_2=\psi_1$. Take $F_2=\frac{11}6+\frac{11}{12}r+\frac16r^2$. The bracket is then $-\frac{11}6-\frac56r+\frac{11}6+\frac{11}6r+\frac12r^2=r+\frac12r^2=rF_1$, as required. Hence
\begin{equation}
S_4=2\langle z^2F_1F_2\rangle=\tfrac23\left\langle r^2\left(\tfrac{11}6+\tfrac{11}6r+\tfrac58r^2+\tfrac1{12}r^3\right)\right\rangle=\tfrac{319}{12}.
\end{equation}

\section{From $R^{-6}$ to $R^{-7}$}

When $R$ is much smaller than $c/\omega_n$ for the transitions that matter, $G\to3$. Inserting (\ref{alpha}) and $\int_0^\infty d\xi/[(a^2+\xi^2)(b^2+\xi^2)]=\pi/[2ab(a+b)]$ gives $V\to-C_6/R^6$ with
\begin{equation}
C_6=\frac3\pi\int_0^\infty\alpha(i\xi)^2d\xi=6\sum_{nm}\frac{|z_n|^2|z_m|^2}{\omega_n+\omega_m}=6.499 .
\end{equation}
The expansion $G=3-x^2+\cdots$ has no linear term. Retardation therefore starts quadratically, replacing $C_6$ by $C_6-W(R/c)^2$, where $W=\frac1\pi\int\xi^2\alpha^2d\xi=0.463$. This term describes only the onset: the true reduction is 95\% of it at 10 bohr and 65\% at 100 bohr. Relativistic changes in the atoms themselves are not included in $W$.

For large $R$ put $\xi=cx/R$. The exponential confines $x$ to values of order one, so $\xi\to0$ and $\alpha$ may be taken at zero frequency. With $\int_0^\infty x^ne^{-2x}dx=n!/2^{n+1}$,
\begin{equation}
\int_0^\infty G\,dx=\tfrac34+\tfrac34+\tfrac54+\tfrac32+\tfrac32=\tfrac{23}4,
\end{equation}
\begin{equation}
V\to-\frac{C_7}{R^7},\qquad C_7=\frac{23\,c\,\alpha(0)^2}{4\pi}=\frac{23\times137.036\times20.25}{4\pi}=5079 ,
\end{equation}
or $1.606\times10^{-4}\ \mathrm{eV\,nm^7}$. These are fixed-nucleus values. With the reduced mass $\mu$ of the electron and proton, $\alpha(0)$ scales as $\mu^{-3}$ and $\omega_n$ as $\mu$, which raises $C_6$ to 6.517 and $C_7$ to 5096. The extra power of $R$ comes from the width $c/R$ of the frequency band that still contributes.

How far is far? The next term uses $\alpha^2\simeq\alpha(0)^2-2\alpha(0)S_4\xi^2$ and $\int x^2G\,dx=\frac{129}8$. It multiplies the far law by
\begin{equation}
1-\frac{129}{23}\frac{S_4}{\alpha(0)}\left(\frac cR\right)^2=1-\left(\frac{789}{R}\right)^2 .
\end{equation}
The seventh-power law thus requires $R\gg789$ bohr, several times the 137 bohr that light crosses in one atomic unit of time.

Both laws overestimate the dipole--dipole attraction (\ref{main}) at every $R$; higher multipoles, which add attraction at short range, are outside this statement. Differentiation gives $G'=-2e^{-2x}(x^4+2x^2+x)<0$, so $G<3$ and $|V|<C_6/R^6$. Also $\alpha(i\xi)<\alpha(0)$, so $|V|<C_7/R^7$.

\section{An atom facing a conducting plane}

Let a perfect conductor fill $z<0$, and let $z$ now be the height of the atom. With $M=\mathrm{diag}(1,1,-1)$, free-space modes can be chosen even or odd under $\mathbf e(\mathbf r)\to M\mathbf e(M\mathbf r)$. The odd ones have zero tangential field at the plane, so they are the half-space modes. Normalizing them on half the space doubles their weight, and the correlation becomes $\mathcal D(\mathbf r-\mathbf r')-\mathcal D(\mathbf r-M\mathbf r')M$. At the atom the image lies a distance $2z$ away along the normal. With $y=\kappa z$, (\ref{eig}) at $x=2y$ gives the change in trace
\begin{equation}
\frac{e^{-2y}}{8z^3}\left[2(1+2y+4y^2)+2+4y\right]=\frac{F(y)}{2z^3},\qquad F(y)=e^{-2y}(1+2y+2y^2).
\end{equation}
With the plane present, $\mathbf P_\parallel$ is the gradient of a potential that vanishes on the plane, so $2\pi\int\mathbf P_\parallel^2$ includes the image energy and $2\pi\int\mathbf P_\perp^2$ depends on $z$. Their sum $2\pi\int\mathbf P^2$ does not, so again only the coupling to $\mathbf D$ carries the position dependence. The term $-\mathrm{Tr}X$ in (\ref{lndet}) now depends on position, and
\begin{equation}
U(z)=-\frac1{4\pi z^3}\int_0^\infty\alpha(i\xi)\,F\!\left(\frac{\xi z}c\right)d\xi .
\end{equation}

Close to the wall $F\to1$. Each transition gives $\int2\omega_n|z_n|^2/(\omega_n^2+\xi^2)\,d\xi=\pi|z_n|^2$, and the sum of $|z_n|^2$ is the ground-state average of the squared electron coordinate along one axis, which is 1. So $C_3=\frac14$. The electrostatic image energy, $-(1+1+2)/(16z^3)$ for three unit mean squares, agrees.

Here retardation starts linearly. For small $z/c$ the deficit $\int\alpha(1-F)d\xi$ comes from high frequencies, where $\alpha\simeq1/\xi^2$ because $\sum f_n=\langle[z,[H,z]]\rangle=1$ ($z$ here being the electron coordinate). Integrating by parts with $F'=-4y^2e^{-2y}$,
\begin{equation}
\int_0^\infty\alpha(1-F)\,d\xi\simeq\frac zc\int_0^\infty\frac{1-F}{y^2}dy=\frac zc\int_0^\infty4y\,e^{-2y}dy=\frac zc ,
\end{equation}
so $C_3$ is replaced by $\frac14-z/(4\pi c)$. At $z=10$ bohr this is a reduction of 2.3\%, as the full integral also gives.

Far away, $\int F\,dy=\frac12+\frac12+\frac12=\frac32$, and
\begin{equation}
U\to-\frac{C_4}{z^4},\qquad C_4=\frac{3c\,\alpha(0)}{8\pi}=\frac{3\times137.036\times4.5}{8\pi}=73.6 ,
\end{equation}
or $1.571\times10^{-2}\ \mathrm{eV\,nm^4}$.

\section{Reading the numbers}

The table gives the retarded dipole energies divided by their limiting laws; distances are in bohr.
\begin{center}
\begin{tabular}{rcccc}
distance & $V/V_6$ & $V/V_7$ & $U/U_3$ & $U/U_4$\\
\hline
10 & 1.000 & 0.013 & 0.977 & 0.033\\
100 & 0.975 & 0.125 & 0.802 & 0.272\\
1000 & 0.561 & 0.718 & 0.259 & 0.880\\
10\,000 & 0.078 & 0.994 & 0.029 & 0.998
\end{tabular}
\end{center}
Here $V_6=-C_6/R^6$, $V_7=-C_7/R^7$, $U_3=-C_3/z^3$ and $U_4=-C_4/z^4$. All rows describe the dipole term alone. The dipole--quadrupole term $-C_8/R^8$, with $C_8=124.4$, adds 19\% of $V_6$ at 10 bohr and 0.2\% at 100 bohr, and at the wall higher multipoles add about 5\% of $U_3$ at 10 bohr. At such short range two hydrogen atoms also feel the remaining charge overlap, which at 10 bohr separates the singlet and triplet energies by about $10^{-6}$ hartree.

The pair laws cross at $R=C_7/C_6=5079/6.499=781.5$ bohr, or 41.4 nm. The true energy there is 0.64 of either law, so switching from one law to the other at the crossing would overestimate the attraction by 56\%. The wall laws cross at 294 bohr, or 15.6 nm, where the true energy is 0.57 of either. The change is gradual: between 300 and 1000 bohr the mean exponent of $V$ is $\ln(7.780\times10^{-15}/3.645\times10^{-18})/\ln(1000/300)=6.37$.

Other effects can matter at these distances. Thermal photons are negligible only while $k_BT\ll c/R$. Electron spins carry magnetic moments of about $1/2c$, with a mutual energy of order $1/(4c^2R^3)$, about $10^{-14}$ hartree at 1000 bohr, against $|V|=3.6\times10^{-18}$ hartree. This energy averages to zero in first order for unpolarized atoms; for polarized atoms it must be added, and for spins aligned along the axis it exceeds $|V|$ beyond about 60 bohr. It also survives in second order: two atoms in the lowest hyperfine state gain $-2.5\times10^{-3}/R^6$, which is 0.5\% of $V$ at $10\,000$ bohr and 5\% at $100\,000$ bohr. A real metal reflects imperfectly at high frequency, so $C_3$ and the wall energies in the table belong to the ideal conductor. The far coefficient $C_4$ depends only on frequencies up to about $c/z$, where a metal reflects almost perfectly once $z$ is much larger than the depth to which the field penetrates it. At zero temperature a real metal therefore approaches the same far law, but slowly. For a Drude model of gold (plasma energy 9.0 eV, damping 0.035 eV, penetration depth about 410 bohr) $C_3$ falls to 0.085, and $U/U_4$ is 0.58 at 1000 bohr, 0.93 at $10\,000$ bohr and 0.99 at $100\,000$ bohr. The numerical output below gives further distances and the values behind the table.

\section*{Calculated quantities}
\begin{verbatim}
speed of light c = 137.035999 a.u.
bohr radius = 0.05291772 nm; hartree = 27.211386 eV
alpha(0) = 9/2 = 4.5000 a.u.
S4 (minus the xi^2 coefficient) = 319/12 = 26.58333 a.u.
alpha(i xi) at xi = 0.3 hartree: 2.978326 a.u.
alpha(i xi) at xi = 1.0 hartree: 0.742441 a.u.
alpha(i xi) at xi = 5.0 hartree: 0.039017 a.u.
integral of G = 23/4; integral of F = 3/2
C6 = 6.499027 hartree bohr^6
C6 from bound states and continuum = 6.499027 hartree bohr^6
W (first pair retardation term) = 0.46281 a.u.
C7 = 5078.99 hartree bohr^7
C7 = 1.6060e-04 eV nm^7
C3 = 0.2500 hartree bohr^3
C4 = 73.6086 hartree bohr^4
C4 = 1.5707e-02 eV nm^4
pair far correction: -(L/R)^2 with L = 788.8 bohr
wall far correction: -(L/z)^2 with L = 430.0 bohr
pair laws cross at R = 781.5 bohr = 41.36 nm
  V/(either law) there = 0.6392
wall laws cross at z = 294.4 bohr = 15.58 nm
  U/(either law) there = 0.5666
R (bohr) | V (hartree) | V/(-C6/R^6) | V/(-C7/R^7)
     10 | -6.49669e-06 | 0.99964 | 0.01279
     30 | -8.88889e-09 | 0.99707 | 0.03828
    100 | -6.33852e-12 | 0.97530 | 0.12480
    300 | -7.77989e-15 | 0.87267 | 0.33500
   1000 | -3.64499e-18 | 0.56085 | 0.71766
   3000 | -2.18578e-21 | 0.24518 | 0.94119
  10000 | -5.04793e-25 | 0.07767 | 0.99388
 100000 | -5.07868e-32 | 0.00781 | 0.99994
z (bohr) | U (hartree) | U/(-C3/z^3) | U/(-C4/z^4)
     10 | -2.44240e-04 | 0.97696 | 0.03318
     30 | -8.63756e-06 | 0.93286 | 0.09505
    100 | -2.00387e-07 | 0.80155 | 0.27223
    300 | -5.20077e-09 | 0.56168 | 0.57230
   1000 | -6.48098e-11 | 0.25924 | 0.88047
   3000 | -8.91444e-13 | 0.09628 | 0.98096
  10000 | -7.34735e-15 | 0.02939 | 0.99817
 100000 | -7.36072e-19 | 0.00294 | 0.99998
wall test at z = 200 bohr: perturbation sum -2.070824e-08,
  imaginary-frequency formula -2.070825e-08 hartree
two-level model, joint 4th-order coefficient: -1.398904
  from the response formula: -1.398905 (model units)
\end{verbatim}
